# Sample Count and Usable Gap Width in Exponential Free-Energy Averaging

## Problem

A molecular dynamics run with a cheap potential \(U_0\) supplies \(N\) independent configurations. The free energy is wanted for a first-principles potential \(U_1\), which is evaluated at those configurations only. The nuclei are classical, and both systems have the same masses, volume and temperature \(T\), with \(\beta=1/kT\). The energy gap at a fixed configuration is \(u=U_1-U_0\). Exponential averaging estimates \(\Delta F=F_1-F_0\) by

\[
\Delta F_{\rm est}=-kT\ln\Big[\frac1N\sum_{i=1}^{N}e^{-\beta u_i}\Big],
\]

with the \(u_i\) drawn from ensemble 0.

(a) Show that, under a condition to be found, the required \(N\) grows exponentially with the dissipated work of the reverse process, the sudden switch from \(U_1\) to \(U_0\) started in equilibrium with \(U_1\).

(b) The gap has a Gaussian distribution of standard deviation \(\sigma\) in ensemble 0. For \(N=1000\) and \(T=300\) K, find the width \(\sigma\) at which the rms error of \(\Delta F\) is \(0.1\,kT\), and the width at which the method breaks down.

(c) Suppose each atom contributes independently to the gap, with a standard deviation of 5 meV. How many atoms do these widths allow?

## Solution

### The weight and the reverse dissipation

The momentum distributions of the two systems are equal and cancel, so configurations suffice. Their densities are \(p_j=e^{-\beta U_j}/Z_j\), and \(\beta\Delta F=-\ln(Z_1/Z_0)\). The ratio of the densities is

\[
w=\frac{p_1}{p_0}=\frac{Z_0}{Z_1}e^{-\beta u}=e^{L},\qquad L=\beta(\Delta F-u).
\]

Ensemble 0 is assumed to cover every region that has weight in ensemble 1. Then \(\langle w\rangle_0=\int p_1=1\). Let \(I_N\) be the sample mean of \(w\). Since \(e^{-\beta u}=e^{-\beta\Delta F}w\), the estimate becomes

\[
\beta\Delta F_{\rm est}=-\ln\big(e^{-\beta\Delta F}I_N\big)=\beta\Delta F-\ln I_N .
\]

The error is therefore \(-\ln I_N\) in units of \(kT\), and the question is how large \(N\) must be for \(I_N\) to lie near its mean, 1.

In the reverse switch the configuration does not move while the potential changes from \(U_1\) to \(U_0\). The work done is \(U_0-U_1=-u\), averaged over ensemble 1, and the free-energy change is \(-\Delta F\). The dissipated work is the mean work minus the free-energy change:

\[
W_R=-\langle u\rangle_1-(-\Delta F)=\Delta F-\langle u\rangle_1 .
\]

Hence

\[
D\equiv\beta W_R=\langle L\rangle_1=\int p_1\ln\frac{p_1}{p_0},
\]

which is the relative entropy of \(p_1\) with respect to \(p_0\), assumed finite. It is not negative. By Jensen's inequality, \(-D=\langle\ln(p_0/p_1)\rangle_1\le\ln\langle p_0/p_1\rangle_1\le\ln 1=0\).

This already suggests the answer. The average of \(w\) over ensemble 0 is built up by configurations typical of ensemble 1. There \(L\) is near \(D\), so \(p_0=e^{-L}p_1\) is smaller than \(p_1\) by a factor of about \(e^{-D}\). About \(e^{D}\) draws are needed to meet one such configuration. The two bounds below make this precise.

### Too few samples

Let \(t=D-\ln N>0\), and place a cut at \(a=e^{D-t/2}\). Markov's inequality with \(\langle w\rangle_0=1\) gives \(P_0(w>a)\le1/a\). The probability that any of the \(N\) samples exceeds the cut is then at most

\[
\frac Na=\frac{e^{D-t}}{e^{D-t/2}}=e^{-t/2}.
\]

If none does, \(I_N\) equals \(J_N\), the sample mean in which weights above \(a\) are replaced by zero. Because \(p_0w=p_1\),

\[
\langle J_N\rangle=\int_{w\le a}p_0\,w=\int_{w\le a}p_1=P_1\big(L\le D-t/2\big).
\]

Markov's inequality for \(J_N\ge1-\delta\), with \(0<\delta<1\), then yields

\[
P(I_N\ge1-\delta)\le e^{-t/2}+\frac{P_1(L\le D-t/2)}{1-\delta}.
\tag{1}
\]

When the right side is small, \(I_N\) falls, with high probability, below \(1-\delta\). The estimated \(\Delta F\) is then too high by more than \(-kT\ln(1-\delta)\).

### Enough samples

Now let \(t=\ln N-D>0\), with the cut at \(a=e^{D+t/2}\) and \(J_N\) defined as before. Write \(q=P_1(L>D+t/2)\). The discarded part has mean \(\langle I_N-J_N\rangle=\int_{w>a}p_0w=q\), so \(\langle J_N\rangle=1-q\). The samples are independent and the retained weights do not exceed \(a\), so

\[
\mathrm{Var}(J_N)\le\frac1N\int_{w\le a}p_0\,w^2\le\frac aN\int_{w\le a}p_0\,w\le\frac aN=e^{-t/2}.
\]

The mean absolute deviation of \(J_N\) is at most its standard deviation, \(e^{-t/4}\). The triangle inequality

\[
|I_N-1|\le|I_N-J_N|+|J_N-\langle J_N\rangle|+|\langle J_N\rangle-1|
\]

gives, after averaging,

\[
\langle|I_N-1|\rangle\le e^{-t/4}+2q .
\tag{2}
\]

### The exponential law and its condition

Let \(\Sigma\) be the standard deviation of \(L\) in ensemble 1. Chebyshev's inequality bounds both tail probabilities, in (1) and in (2), by \(\Sigma^2/(t/2)^2=4\Sigma^2/t^2\). Choose \(t=\kappa(1+\Sigma)\). The tails are then at most \(4/\kappa^2\), and the exponentials at most \(e^{-\kappa/2}\) and \(e^{-\kappa/4}\). A large fixed \(\kappa\) makes both right sides small. Failure at \(\ln N=D-t\) thus turns into success at \(\ln N=D+t\), and the required count satisfies

\[
\ln N=D+O(1+\Sigma).
\]

If \(D\gg1\) and \(\Sigma\ll D\), then \(\ln N\simeq D=\beta W_R\) to leading order. This is the exponential growth asked for, and \(\Sigma\ll D\) with \(D\gg1\) is a sufficient condition for it. The result fixes the exponent, not the prefactor, which may itself vary as the exponential of a few \(\Sigma\). For \(M\) independent, equal parts \(L\) is a sum of \(M\) terms, so \(D\) grows as \(M\) and \(\Sigma\) as \(\sqrt M\). The condition is then met for large \(M\), and the cost is exponential in system size.

Without such a condition the law can fail. Let \(L=200\) with probability 0.05 in ensemble 1, and let \(w\) take one common value otherwise. In ensemble 0 the large weight has probability \(0.05\,e^{-200}\), which is negligible, so normalization makes the common value 0.95. Then

\[
D=0.05\times200+0.95\ln0.95=9.95 ,
\]

above \(\ln1000=6.91\). Yet a run of 1000 samples that misses the rare region returns \(I_N=0.95\), an error of only \(-\ln0.95=0.051\) in units of \(kT\). The missing region raises \(D\) greatly but holds only 5% of ensemble 1. Here \(\Sigma\) is about 44, far larger than \(D\).

### Why the reverse process

The forward switch, from \(U_0\) to \(U_1\), dissipates \(\langle u\rangle_0-\Delta F\), which in general differs from \(W_R\). Harmonic modes show which of the two matters. For one mode let \(\beta U_0=x^2/2\) and \(\beta U_1=rx^2/2\). The configuration integrals scale as the inverse root of the stiffness, so \(\beta\Delta F=\tfrac12\ln r\). With \(\langle x^2\rangle_1=1/r\), the mean gap is \(\beta\langle u\rangle_1=(r-1)/(2r)\), and

\[
D=\tfrac12\Big(\ln r-1+\frac1r\Big)\quad\text{per mode}.
\]

For ten modes, \(r=5\) gives \(D=5(1.609-1+0.2)=4.05\), and \(r=1/5\) gives \(D=5(-1.609-1+5)=11.95\). These are the same two ensembles sampled from opposite ends, so the forward dissipation of one case is the reverse dissipation of the other.

In simulations with \(N=1000\), sampling the soft modes to reach the stiff ones has a median absolute error of about \(0.3\,kT\). Sampling the stiff modes to reach the soft ones has about \(1.4\,kT\). The larger error goes with the larger reverse dissipation and the smaller forward dissipation. The example shows the direction only. Since \(x^2\) has variance \(2/r^2\) in ensemble 1, ten modes give \(\Sigma^2=10(r-1)^2/(2r^2)\), that is \(\Sigma=1.8\) for \(r=5\) and \(8.9\) for \(r=1/5\), so \(\Sigma\ll D\) is not yet met and \(e^D\) is not a reliable count here. In physical terms, a broad ensemble contains the narrow one, while a narrow ensemble rarely visits the outer part of the broad one.

### Gaussian gap: the breakdown width

Let \(u\) have mean \(m\) and standard deviation \(\sigma\) in ensemble 0, and let \(s=\beta\sigma\). The gap distribution in ensemble 1 is that of ensemble 0 multiplied by \(e^{\beta(\Delta F-u)}\). Completing the square in the exponent gives

\[
-\frac{(u-m)^2}{2\sigma^2}-\beta u
=-\frac{(u-m+\beta\sigma^2)^2}{2\sigma^2}-\beta m+\frac{s^2}{2}.
\]

The constant terms give \(\ln\langle e^{-\beta u}\rangle_0\), so \(\beta\Delta F=\beta m-s^2/2\). The \(u\)-dependent term shows that the gap in ensemble 1 has the same width and the mean \(\langle u\rangle_1=m-\beta\sigma^2\). Therefore

\[
D=\beta\Delta F-\beta\langle u\rangle_1=\Big(\beta m-\frac{s^2}2\Big)-\big(\beta m-s^2\big)=\frac{s^2}{2}.
\]

The mean gap \(m\) has dropped out. A constant offset between the potentials, however large, costs no samples; the fluctuation of the gap does. The forward dissipation, \(\beta(m-\Delta F)=s^2/2\), is equal to the reverse one, so a Gaussian gap cannot tell the two apart.

In ensemble 1, \(L\) has standard deviation \(\Sigma=s=\sqrt{2D}\), which is small compared with \(D\) when \(D\) is large. The leading-order threshold \(N=e^D\) defines a ceiling for the width:

\[
\sigma_{\rm ceiling}=kT\sqrt{2\ln N}.
\]

At 300 K, \(kT=25.85\) meV. For \(N=1000\),

\[
\sigma_{\rm ceiling}=\sqrt{2\times6.908}\;kT=3.717\,kT=96.1\ \text{meV}\quad(9.27\ \text{kJ/mol}).
\]

This marks the breakdown of the method as an order of magnitude in \(N\), and it does not promise accuracy.

### Gaussian gap: the usable width

Accuracy needs the variance of \(I_N\). In ensemble 0, \(L=\beta\Delta F-\beta u\) is Gaussian with mean \(-s^2/2\) and variance \(s^2\). The Gaussian average \(\langle e^{2L}\rangle=e^{2\langle L\rangle+2\mathrm{Var}(L)}\) gives

\[
\langle w^2\rangle_0=e^{-s^2+2s^2}=e^{s^2},\qquad
\mathrm{Var}(I_N)=\frac{e^{s^2}-1}{N}.
\]

For small deviations \(-\ln I_N\simeq-(I_N-1)\), so to leading order this variance is \(\varepsilon^2\), where \(\varepsilon\) is the rms error of \(\Delta F\) in units of \(kT\). Solving \(e^{s^2}=1+N\varepsilon^2\) for the width,

\[
\sigma_{\rm use}=kT\sqrt{\ln(1+N\varepsilon^2)} .
\]

With \(\varepsilon=0.1\), \(N\varepsilon^2=1000\times0.01=10\), and

\[
\sigma_{\rm use}=\sqrt{\ln11}\;kT=1.549\,kT=40.0\ \text{meV}\quad(3.86\ \text{kJ/mol}).
\]

The reverse switch then dissipates \(s^2/2=1.20\) in units of \(kT\), or 31 meV. The allowed error of \(\Delta F\) is 2.6 meV.

For large \(s\) the variance formula asks for \(N\simeq e^{s^2}/\varepsilon^2=e^{2D}/\varepsilon^2\), twice the exponent found in (a). The two results answer different questions. The second moment weights ensemble 0 by \(e^{2L}\), which moves the mean of \(L\) to \(-s^2/2+2s^2=3s^2/2=3D\). These configurations are much rarer than the typical ones of ensemble 1, where \(L\) is near \(D\). They dominate the variance of \(I_N\), but for large \(D\) a typical run is already close to 1 without them, as (2) shows. The usable width therefore rests on small errors, and its validity at \(N=1000\) has to be checked by simulation.

### A few cases

The table gives simulated errors for a Gaussian gap and \(N=1000\), relative to the known \(\Delta F\) of the model. The bias is the mean of \(\Delta F_{\rm est}-\Delta F\). Each row rests on 4000 runs, which leaves a statistical error in the bias of about \(0.001\,kT\) in the first rows and about \(0.01\,kT\) in the last. The rms values are uncertain by a few percent.

| \(\sigma/kT\) | \(D=s^2/2\) | bias (\(kT\)) | rms error (\(kT\)) |
|---:|---:|---:|---:|
| 1.000 | 0.50 | 0.001 | 0.040 |
| 1.549 (usable) | 1.20 | 0.007 | 0.098 |
| 2.000 | 2.00 | 0.018 | 0.184 |
| 3.000 | 4.50 | 0.220 | 0.576 |
| 3.717 (ceiling) | 6.91 | 0.673 | 1.083 |

At the usable width the rms error agrees with the intended \(0.1\,kT\), and the bias is a small part of it. At \(s=2\) the leading-order formula gives \(\sqrt{(e^4-1)/1000}=0.23\), above the simulated 0.184, so the small-error expansion is beginning to fail. At the ceiling the rms error is about \(1\,kT\), and the bias makes up about two fifths of the mean square error.

The sign of the bias follows from Jensen's inequality: \(\langle-\ln I_N\rangle\ge-\ln\langle I_N\rangle=0\). On average the estimate is too high, because most runs miss some of the low-gap configurations that carry large weights.

The exponential law can be examined directly by finding the count at which the median of \(I_N\) reaches one half:

| \(D\) | simulated count | \(e^D\) |
|---:|---:|---:|
| 2 | 8 | 7 |
| 4 | 68 | 55 |
| 6 | 715 | 403 |
| 8 | 4586 | 2981 |

From \(D=4\) to \(D=8\) the logarithm of the count rises with a mean slope of 1.05 per unit of \(D\), close to the leading-order value 1. The counts are read from the medians of a finite number of runs and are uncertain by roughly 10 to 20 percent, so the slope is uncertain by about 0.05. They lie within a factor of about 2 of \(e^D\), a prefactor that the leading-order law leaves open. The closeness to \(e^D\) is tied to the threshold of one half. To leading order in \(\ln N\), a run of \(N\) samples reaches \(z=\sqrt{2\ln N}\) standard deviations into the low-gap tail, where \(L=sz-D\). For \(N=e^D\) this is \(z=s\) and \(L=D\), and a Gaussian has \(P_1(L\le D)=1/2\). At finite \(N\) the reach is shorter: for \(N=e^8\) the median of the largest draw, fixed by \(N\,P(z>z^*)\simeq\ln2\), is \(z^*\approx3.5\) rather than 4. This accounts for the direction of the excess over \(e^D\) in the table, but not for its size: a median largest draw of 4 would take about \(7e^8\) samples, far more than the simulated count. In the same leading-order estimate, which is on the low side, recovering the weight up to \(L=D+cs\) needs \(z=s+c\), that is \(\ln N\simeq D+cs+c^2/2\), so for \(c>0\) a stricter threshold would give larger counts and a steeper slope at these values of \(D\).

### Number of atoms

Variances of independent contributions add, so \(n\) atoms with 5 meV each give \(\sigma=5\sqrt n\) meV. Solving for \(n\),

\[
n_{\rm use}=\Big(\frac{40.0}{5}\Big)^2\simeq64,\qquad
n_{\rm ceiling}=\Big(\frac{96.1}{5}\Big)^2\simeq369 .
\]

If the total gap is Gaussian, a cell of about 64 atoms can be corrected to \(0.1\,kT\) in its total free energy, while one of several hundred atoms is at the point of breakdown. Independence alone does not ensure this: skewed atomic contributions leave the width unchanged but alter the low-gap tail, and with it the error. For 64 atoms with three harmonic modes each and the same total width of 40 meV, the rms error at \(N=1000\) is about \(0.14\,kT\) when the long tail lies toward low gaps and about \(0.07\,kT\) when it lies toward high gaps. Positive correlations between the atomic contributions widen the gap and lower these numbers.

More sampling helps slowly, because \(N\) enters through the root of a logarithm. For a million configurations the ceiling is 135.9 meV, so a thousandfold effort raises it by a factor \(\sqrt2\). The small-error formula gives 78.5 meV for the usable width, but it is outside its range there: with \(s^2=\ln10001=9.21\) the second moment is centred at \(L=3s^2/2=13.8\), about equal to \(\ln N\), where a single weight \(w/N\) is of order one and the expansion of the logarithm fails. The formula then overstates the error, as it already does at \(s=2\) for \(N=1000\): a numerical evaluation of the distribution of \(I_N\) gives an rms error of about \(0.07\,kT\) at this width, and \(0.1\,kT\) is reached near 83 meV. Reducing the gap fluctuation with a better reference potential acts directly on the exponent: halving \(\sigma\) divides \(D\) by four.

### Conditions on the estimate

The count \(N\) refers to independent configurations. Successive frames of a trajectory are correlated, and 1000 frames generally hold fewer than 1000 independent ones.

The widths in (b) also rely on the Gaussian form in the low-gap tail. The mean gap of ensemble 1 lies \(\beta\sigma^2=s\sigma\) below that of ensemble 0, that is, \(s\) standard deviations down: about 1.5 at the usable width and 3.7 at the ceiling. At the usable width \(\Delta F\) itself thus draws mostly on a part of the distribution that 1000 samples populate, although about a fifth of the weight lies beyond the point where only ten samples are expected. The error formula, however, rests on \(\langle w^2\rangle_0\), which is centred \(2s\approx3.1\) standard deviations down, and only about one sample in 1000 lies beyond that point; the usable width therefore still assumes the Gaussian form in a thinly sampled tail. Near the ceiling the result depends on a tail that the sample hardly reaches, and a Gaussian form seen near the centre does not establish the form there. For a clearly non-Gaussian gap, \(W_R=\Delta F-\langle u\rangle_1\) is the quantity to estimate, together with the spread of \(L\) in ensemble 1, which ensures the exponential law if it is small compared with a large \(D\). Configurations of ensemble 1, which require a run with \(U_1\), give \(\langle u\rangle_1\) and \(\Sigma\). They can also give \(\Delta F\), by exponential averaging from that side. By (2) with the ensembles exchanged, this is reliable if ensemble 1 covers ensemble 0 and \(\ln N\) exceeds the forward dissipation, in units of \(kT\), by much more than \(1\) plus the standard deviation of \(L\) in ensemble 0.

The numerical check covers the reweighting identities, both bounds, the growth law, the role of direction and the simulated errors.

## Table of computed values

```
temperature: 300 K;  kT: 25.85 meV
independent configurations N: 1000;  ln N: 6.908
target rms error of DeltaF: 0.10 kT = 2.59 meV
usable gap width: 1.549 kT = 40.0 meV = 3.86 kJ/mol
  reverse dissipated work: 1.199 kT = 31.0 meV;  exp(D): 3.32
  atoms at 5 meV per atom: 64.1
ceiling gap width: 3.717 kT = 96.1 meV = 9.27 kJ/mol
  reverse dissipated work: 6.908 kT = 178.6 meV;  exp(D): 1000.00
  atoms at 5 meV per atom: 369.3
N = 1000000: usable 3.035 kT = 78.5 meV, ceiling 5.257 kT = 135.9 meV
simulated errors of DeltaF, Gaussian gap, N = 1000:
  width 1.000 kT: bias 0.001 kT, rms error 0.040 kT
  width 1.549 kT: bias 0.007 kT, rms error 0.098 kT
  width 2.000 kT: bias 0.018 kT, rms error 0.184 kT
  width 3.000 kT: bias 0.220 kT, rms error 0.576 kT
  width 3.717 kT: bias 0.673 kT, rms error 1.083 kT
simulated count at which the median of I_N reaches 1/2:
  D = 2: count 8, ln(count) 2.08, exp(D) 7
  D = 4: count 68, ln(count) 4.23, exp(D) 55
  D = 6: count 715, ln(count) 6.57, exp(D) 403
  D = 8: count 4586, ln(count) 8.43, exp(D) 2981
slope of ln(count) against D, from D = 4 to 8: 1.05
bound, too few (s = 6, N = 1000): P(I_N >= 0.5) = 0.0247 <= 0.359
bound, enough (s = 1, N = 1000): E|I_N - 1| = 0.0332 <= 0.203
harmonic modes: 10; stiffness ratio: 5; N = 1000
  soft to stiff: reverse dissipation 4.05 kT, forward 11.95 kT, median |error| 0.29 kT
  stiff to soft: reverse dissipation 11.95 kT, forward 4.05 kT, median |error| 1.37 kT
counterexample: ensemble-1 probability 0.05 of log weight 200
  D = 9.95, median |error| 0.051 kT at N = 1000
```
